# Binding of a silicon donor with an ellipsoidal Gaussian envelope

## Problem

A donor in silicon leaves a fixed charge $+e$, which binds one electron from a conduction valley with mass $m_t$ in two directions and a larger mass $m_l$ along the valley axis $z$. The crystal is represented by a constant dielectric number $\varepsilon$. In Hartree atomic units, with masses in units of the electron mass, the envelope function $F$ obeys

$$H=-\frac{1}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.$$

Use the trial envelope

$$F\propto\exp\left(-\frac{\rho^2}{2a^2}-\frac{z^2}{2b^2}\right),\qquad \rho^2=x^2+y^2 .$$

(a) Find the Coulomb energy in closed form. (b) Optimise both widths for the rough silicon values $m_t=0.19$, $m_l=0.92$, $\varepsilon=11.7$. (c) Which fraction of the exact binding energy does the method give when the two masses are equal?

**Units.** Measure length in $a_t=\varepsilon/m_t$ bohr and energy in $R_t=m_t/(2\varepsilon^2)$ hartree. Then $1/(2m_ta_t^2)=R_t$ and $1/(\varepsilon a_t)=2R_t$, so that

$$H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac{2}{r},\qquad \gamma=\frac{m_t}{m_l}.$$

For silicon $\gamma=0.2065$, $a_t=3.259$ nm and $R_t=18.884$ meV.

## A tempting solution

The normalised density is

$$|F|^2=\frac{1}{\pi^{3/2}a^2b}\exp\left(-\frac{\rho^2}{a^2}-\frac{z^2}{b^2}\right).$$

Since $\partial_xF=-(x/a^2)F$ and $\langle x^2\rangle=a^2/2$, each transverse direction contributes $1/(2a^2)$ to the kinetic energy. The $z$ direction contributes $\gamma/(2b^2)$. The total is

$$T=\frac1{a^2}+\frac{\gamma}{2b^2}.$$

For the attraction, replace the ellipsoid by a sphere of the same volume, with width $w=(a^2b)^{1/3}$. A spherical Gaussian has

$$\left\langle\frac1r\right\rangle=\frac{4\pi}{\pi^{3/2}w^3}\int_0^\infty r\,e^{-r^2/w^2}dr=\frac{2}{\sqrt\pi\,w}.$$

At fixed $w$, the inequality of arithmetic and geometric means gives

$$T=\frac12\left(\frac1{a^2}+\frac1{a^2}+\frac{\gamma}{b^2}\right)\ge\frac{3\gamma^{1/3}}{2w^2},$$

with equality at $b=\sqrt\gamma\,a$. Minimising $3\gamma^{1/3}/(2w^2)-4/(\sqrt\pi w)$ over $w$ then gives

$$E_{\rm sphere}=-\frac{8}{3\pi}\gamma^{-1/3}.$$

For silicon this is $-0.8488/0.5911=-1.436\,R_t$, a binding energy of 27.1 meV. For $\gamma=1$ the formula gives $8/(3\pi)$, which is the correct answer to (c), as shown below. The isotropic check therefore cannot expose the error.

## Where it fails

The kinetic energy belongs to the ellipsoid and the Coulomb energy to a different charge distribution. For a non-spherical envelope their sum is not the expectation value of $H$ in that envelope, so the variational principle does not protect it.

The sign of the error can be found. Insert

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2r^2}ds$$

into the average. Each Gaussian integral over a coordinate of width $a_i$ gives $(1+a_i^2s^2)^{-1/2}$, hence

$$\left\langle\frac1r\right\rangle=\frac2{\sqrt\pi}\int_0^\infty\frac{ds}{(1+a^2s^2)\sqrt{1+b^2s^2}}. \tag{1}$$

Put $p=a^2s^2$, $q=b^2s^2$ and $t=(p^2q)^{1/3}=w^2s^2$. Then

$$(1+p)^2(1+q)=1+(2p+q)+(p^2+2pq)+p^2q\ge(1+t)^3,$$

because $2p+q\ge3t$ and $p^2+pq+pq\ge3t^2$ by the same inequality of means. The integrand in (1) is thus at most $(1+w^2s^2)^{-3/2}$, whose integral is $1/w$. At fixed volume the sphere has the largest $\langle1/r\rangle$, and the replacement overstates the attraction of every non-spherical envelope.

The limit of small $\gamma$ makes the failure plain. As $\gamma\to0$, $E_{\rm sphere}\to-\infty$. The true ground state cannot do this. Dropping the positive $z$ kinetic energy and replacing $1/r$ by the larger $1/\rho$ lowers the energy, and leaves the two-dimensional hydrogen problem. Its nodeless solution $e^{-2\rho}$ has energy $-4$, so $E\ge-4\,R_t$ for every $\gamma$. The sphere formula breaks this bound for $\gamma<8/(27\pi^3)$. For silicon it breaks no such bound, and 27.1 meV looks harmless.

## Right solution

### Coulomb energy

In (1) substitute $u=s/\sqrt{1+b^2s^2}$, which runs from $0$ to $1/b$. Then

$$1+b^2s^2=\frac1{1-b^2u^2},\qquad du=\frac{ds}{(1+b^2s^2)^{3/2}},$$

$$\frac{ds}{\sqrt{1+b^2s^2}}=\frac{du}{1-b^2u^2},\qquad 1+a^2s^2=\frac{1+(a^2-b^2)u^2}{1-b^2u^2}.$$

The factors $1-b^2u^2$ cancel, and

$$\left\langle\frac1r\right\rangle=\frac2{\sqrt\pi}\int_0^{1/b}\frac{du}{1+(a^2-b^2)u^2}.$$

With $\beta=b/a$ the integral is elementary:

$$\left\langle\frac1r\right\rangle=\frac{2}{\sqrt\pi}\frac{g(\beta)}{a},\qquad
g=\begin{cases}\dfrac{\arccos\beta}{\sqrt{1-\beta^2}},&\beta<1\\[2mm] 1,&\beta=1\\[1mm] \dfrac{\operatorname{arcosh}\beta}{\sqrt{\beta^2-1}},&\beta>1.\end{cases}$$

For $\beta<1$ the integral is an arctangent of $\sqrt{a^2-b^2}/b$, which is the angle whose cosine is $\beta$. For $\beta>1$ it is the corresponding inverse hyperbolic tangent. The potential energy is $-2\langle1/r\rangle$ in units of $R_t$. Direct quadrature of $\langle1/r\rangle$ for four pairs of widths, on both sides of $\beta=1$, agrees with the formula to a relative $7\times10^{-16}$.

### Overall size

At fixed shape $\beta$,

$$E=\frac{K}{a^2}-\frac{V}{a},\qquad K=1+\frac{\gamma}{2\beta^2},\qquad V=\frac{4g}{\sqrt\pi}.$$

Setting $dE/da=-2K/a^3+V/a^2=0$ gives

$$a=\frac{2K}{V},\qquad E=-\frac{V^2}{4K}=-\frac8\pi\,\frac{\beta^2g^2}{2\beta^2+\gamma}. \tag{2}$$

At this size $K/a^2=V^2/(4K)=|E|$. The kinetic energy equals the binding energy, as the virial theorem requires.

### Shape

Let $\sigma=d\ln g/d\ln\beta$. The logarithmic slope of the binding energy in (2) is

$$L=2+2\sigma-\frac{4\beta^2}{2\beta^2+\gamma}.$$

For $\beta<1$, differentiating $g$ gives $g'=(\beta g-1)/(1-\beta^2)$, so

$$1+\sigma=1+\frac{\beta(\beta g-1)}{g(1-\beta^2)}=\frac{g-\beta}{g(1-\beta^2)}.$$

The condition $L=0$ becomes $2\beta^2+\gamma=2\beta^2g(1-\beta^2)/(g-\beta)$, or

$$\gamma=\frac{2\beta^3(1-\beta g)}{g-\beta}. \tag{3}$$

For $\gamma<1$ there is one solution. Write $\beta=\cos\theta$, so that $g=\theta/\sin\theta$ and $\sigma=\cot^2\theta-\cot\theta/\theta$. Then

$$\theta^2\sin^3\theta\,\frac{d\sigma}{d\theta}=\theta\sin\theta+\sin^2\theta\cos\theta-2\theta^2\cos\theta .$$

This is positive if

$$\frac{\tan\theta}{\theta}+\frac{\sin^2\theta}{\theta^2}>2 .$$

The left side is at least $2\sqrt{\sin^3\theta/(\theta^3\cos\theta)}$, so it suffices that $f=\sin\theta\,(\cos\theta)^{-1/3}$ exceeds $\theta$. This holds because $f(0)=0$ and

$$f'=\tfrac23(\cos\theta)^{2/3}+\tfrac13(\cos\theta)^{-4/3}>1,$$

again by the inequality of means. Thus $\sigma$ rises with $\theta$ and falls with $\beta$. The last term of $L$ also falls with $\beta$, so $L$ has at most one zero below $\beta=1$. It starts at $L=2$ for $\beta\to0$ and reaches $\tfrac43-4/(2+\gamma)<0$ at $\beta=1$, where $\sigma=-\tfrac13$. There is one zero, and it is a maximum of the binding.

For $\beta\ge1$, scaling all three widths together changes $\langle1/r\rangle$ as an inverse length, so its three logarithmic width-slopes sum to $-1$. By (1), each slope is minus a weighted average of $a_i^2s^2/(1+a_i^2s^2)$, with the same weight for all three. The widest direction therefore has the most negative slope, and $\sigma\le-\tfrac13$. It follows that $L\le\tfrac43-4\beta^2/(2\beta^2+\gamma)<0$, which excludes a second optimum.

### Silicon

Equation (3) with $\gamma=0.2065$ has the root $\beta=0.5733$, where $g=1.1720$. Then

$$K=1+\frac{0.2065}{2(0.5733)^2}=1.314,\qquad V=\frac{4(1.1720)}{\sqrt\pi}=2.645,$$

$$a=\frac{2K}{V}=0.994\,a_t=3.24\ \text{nm},\qquad b=\beta a=1.86\ \text{nm},$$

$$|E|=\frac{V^2}{4K}=1.331\,R_t=25.1\ \text{meV}.$$

Minimising the energy numerically over both widths, with kinetic and Coulomb parts obtained by quadrature, gives $1.33079\,R_t$, as does (2).

The tempting solution can now be judged on its own envelope, $\beta=\sqrt\gamma=0.454$. There $g=1.234$, and the true attraction is the fraction $g\beta^{1/3}=0.949$ of the assumed one. Since the assumed attraction was twice the kinetic energy, the real energy of that envelope is

$$1.436-2(1.436)(0.949)=-1.29\,R_t,$$

or about 24.3 meV of binding. The method claimed 27.1 meV for a state that binds less than the true optimum. It flattened the envelope too far because flattening cost it no attraction at fixed volume.

If the envelope is instead forced to be spherical, $\beta=1$ in (2) gives 21.8 meV. Freedom of shape is worth 3.3 meV.

### Two limits

For $\gamma=1$ the argument above leaves $L>0$ below $\beta=1$ and $L<0$ above it, so the best envelope is spherical. Then $K=\tfrac32$, $V=4/\sqrt\pi$, and

$$a=\frac{3\sqrt\pi}{4},\qquad E=-\frac{16/\pi}{6}=-\frac{8}{3\pi}=-0.8488 .$$

The exact ground state is $e^{-r}$ with energy $-1$, as substitution in $-F''-2F'/r-2F/r=EF$ shows. The answer to (c) is $8/(3\pi)$, about 85%.

For $\gamma\to0$, $g\to\pi/2$ and (3) gives $\gamma\approx4\beta^3/\pi$. Hence $\gamma/\beta^2\to0$, and (2) tends to $-\pi\,R_t$. This respects the bound of $-4\,R_t$ that the sphere formula violated.

## What the Gaussian form costs

Relative to an exponential envelope, the Gaussian has the same 15% deficit for every mass ratio. Consider any envelope that depends on position through $v=\sqrt{\rho^2/a^2+z^2/b^2}$ alone. In the scaled coordinates $x/a,\,y/a,\,z/b$ its density is spherical, and $\langle1/r\rangle$ is $\langle1/v\rangle$ times an angular average that depends on $a$ and $b$ alone. For the Gaussian $\langle1/v\rangle=2/\sqrt\pi$, so this average is $g/a$.

For the exponential envelope $e^{-v}$, $\langle1/v\rangle=1$ and the mean squared gradient is $\tfrac13$ per scaled direction. Thus $K=\tfrac23[1+\gamma/(2\beta^2)]$, $V=2g$, and

$$E_{\exp}=-\frac{V^2}{4K}=-\frac{3\beta^2g^2}{2\beta^2+\gamma}.$$

The dependence on $\beta$ is that of (2), so the best shape is the same. The ratio of the two energies is $8/(3\pi)$ for every $\gamma$. For silicon the exponential binds 29.6 meV. A variational calculation with many ellipsoidal Gaussians gives 29.65 meV, and a smaller basis with other width ratios differs from this by 0.0002 meV. The single Gaussian thus misses about 4.5 meV of the single-valley binding.

The loss is larger at the donor itself. The optimal widths differ by $a_{\rm G}/a_{\exp}=3\sqrt\pi/4$, and the central densities are $1/(\pi^{3/2}a^2b)$ and $1/(\pi a^2b)$. The exponential density there is larger by

$$\sqrt\pi\left(\frac{3\sqrt\pi}{4}\right)^3=\frac{27\pi^2}{64}\approx4.16 .$$

A quantity governed by the density at the donor should not be taken from the single Gaussian.

## Beside real silicon

The masses and dielectric number are typical of silicon, and all energies scale as $1/\varepsilon^2$: the low-temperature value $\varepsilon\approx11.4$ moves the single-valley binding from 29.65 to 31.2 meV. Phosphorus in silicon binds its electron by roughly 45 meV, well above either value. The assumptions that break are constant screening down to the ion and the independence of the six valleys. A rough first-order estimate adds the attraction $-(C/r)(1-1/\varepsilon)e^{-r/r_0}$, with $C=e^2/(4\pi\epsilon_0)$ and $r_0=0.1$ nm. In the symmetric combination of six valleys, each valley also couples to four others at wave-vector distance $\sqrt2k_0$ and to one at $2k_0$, with $k_0\approx9.8$ nm$^{-1}$. The phase factors between valleys oscillate rapidly on the scale of the envelope, so only the region near the donor contributes, and each coupling is approximated by

$$-4\pi C|F(0)|^2\left[\frac{1}{\varepsilon q^2}+\frac{1-1/\varepsilon}{q^2+r_0^{-2}}\right],$$

with $q$ the wave-vector distance between the two valleys and Bloch factors set to one. Within one valley and between valleys, the lowering is 1.5 and 2.7 meV for the Gaussian, but 5.2 and 11.4 meV for the exponential. For the cusped exponential the contact form is slightly too large: the full integral gives 10.8 meV in place of 11.4. With the envelope held fixed, these terms would bring 29.6 meV to about 46 meV. A shift of more than half the binding is beyond first order, however. In the same model, shrinking both widths of the exponential by a factor 1.25 raises the binding to about 58 meV, and halving them raises it to about 117 meV, so with Bloch factors set to one the model overbinds strongly once the envelope may relax. The estimate shows only that the omitted effects are large. Its closeness to 45 meV comes from the frozen envelope, the chosen $r_0$ and the neglected Bloch factors: $r_0=0.05$ and $0.15$ nm give about 38 and 54 meV in place of 46, and Bloch factors from an empirical pseudopotential roughly halve the total lowering, mostly in its intervalley part. It does not predict the level of a particular dopant.

The root-mean-square $k_z$ of the Gaussian is 0.039 of $k_0$, so the valleys are well separated in wave vector. The X point, where the two lowest conduction bands meet, lies only about 1.7 nm$^{-1}$ from the valley minimum. The spread is 0.22 of that distance. In an empirical-pseudopotential band structure, averaged over the wave vectors of the Gaussian, the band energy along the axis nevertheless follows the parabola to better than 0.1%, while the transverse part lies about 3% (0.6 meV) below it. The departure from the parabolic band thus enters mainly through the light-mass directions. A field $\mathcal F$ lowers the barrier top to $-2\sqrt{Ce\mathcal F/\varepsilon}$, which meets the 25.1 meV level at 0.013 MV/cm, so the isolated-donor result requires much weaker fields. At $10^{16}$ cm$^{-3}$ the donor spacing is 46 nm, many times $a$.

Temperature decides whether the state is occupied. For $N$ uncompensated donors per volume, $n$ of them ionised, with six unsplit valleys and no excited states, the degeneracies of band and donor cancel:

$$\frac{n^2}{N-n}=\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-|E|/k_BT},\qquad m_d=(m_t^2m_l)^{1/3}m_e .$$

At this density and with $|E|=25.1$ meV, about 0.1% of the donors are ionised at 20 K and 99% at 300 K. The neglect of excited states is poor at 300 K, where $k_BT$ is as large as the binding: with the single-valley levels at 29.65, 10.9, 8.4, 6.1 meV and shallower, the ionised fraction falls to between 93% and 97%, depending on how many shallow levels are counted as bound. At the same degeneracy, a deeper level lowers both fractions. The low-temperature value is sensitive to the level: 29.65 meV gives about 0.04% at 20 K, and a valley singlet at 45 meV, as in phosphorus, gives about 0.001%.

## Numbers as computed

```
transverse mass m_t = 0.19 m_e
longitudinal mass m_l = 0.92 m_e
dielectric constant = 11.7
mass ratio gamma = 0.2065
effective length a_t = 3.259 nm
effective Rydberg R_t = 18.884 meV
largest relative error of <1/r> formula = 6.7e-16
isotropic binding, minimised = 0.84883 Rydberg
8/(3 pi) = 0.84883
isotropic width, minimised = 1.3293 effective Bohr
silicon beta = b/a = 0.5733
shape factor g = 1.1720
a = 0.9937 a_t
b = 0.5697 a_t
a = 3.238 nm
b = 1.856 nm
binding from formula = 1.33079 R_t
binding from blind minimisation = 1.33079 R_t
binding, Gaussian = 25.13 meV
kinetic energy / binding = 1.00000
binding, spherical Gaussian = 21.79 meV
binding, exponential envelope = 29.61 meV
Gaussian/exponential binding = 0.84883
many-Gaussian check, gamma=1: 1.00000 Rydberg
binding, many Gaussians = 29.65 meV
basis change = 0.0002 meV
density at donor, Gaussian = 0.00923 nm^-3
density at donor, exponential = 0.03841 nm^-3
density ratio = 4.164
screening length (rough) = 0.1 nm
valley position k0 = 9.84 nm^-1
intravalley lowering, Gaussian = 1.5 meV
intervalley lowering, Gaussian = 2.7 meV
intravalley lowering, exponential = 5.2 meV
intervalley lowering, exponential = 11.4 meV
rms k_z / k0 = 0.039
over-barrier field = 0.0128 MV/cm
donor spacing at 1e16 cm^-3 = 46.4 nm
kT at 20 K = 1.72 meV
kT at 300 K = 25.85 meV
ionised fraction at 20 K = 1.35e-03
ionised fraction at 300 K = 0.989
```
